# Spin-Spin Interaction of Two Electrons and Its Contact Term: a program that tests the result

```python
# Result under test (Hartree atomic units, Gaussian electromagnetism, c = 1/alpha, g = 2):
#   d_i d_j (1/r) = P T_ij - (4 pi/3) delta_ij delta3(r),  T_ij = (3 n_i n_j - delta_ij)/r^3
#   H_ss = -alpha^2 P T_ij s1_i s2_j - (8 pi/3) alpha^2 s1.s2 delta3(r)
# r = r1 - r2, n = r/|r|, s = sigma/2, P = small sphere around r = 0 excluded,
# electron moment m = -alpha s.  f is a smooth test function (a sum of Gaussians).
# Examples: helium contact shift 2 pi alpha^2 <delta3(r12)>; two-Gaussian model pair.
import numpy as np
import sympy as sp
from numpy.polynomial.legendre import leggauss
from scipy.constants import alpha, physical_constants as pc
from pyscf import gto, scf, dft, fci

pi = np.pi
CM = pc['hartree-inverse meter relationship'][0] / 100
g_e = abs(pc['electron g factor'][0])
print(f"alpha = {alpha:.9e}, alpha^2 = {alpha**2:.6e}")
print(f"1 hartree = {CM:.2f} cm^-1; (g/2)^2 = {(g_e/2)**2:.6f}")

# ---------- symbolic identities ----------
X = sp.symbols('x y z', real=True)
al = sp.Symbol('a', positive=True)
rs = sp.sqrt(sum(v**2 for v in X))
def curl(V):
    return sp.Matrix([V[(i+2) % 3].diff(X[(i+1) % 3]) - V[(i+1) % 3].diff(X[(i+2) % 3])
                      for i in range(3)])
ssig = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -sp.I], [sp.I, 0]]), sp.Matrix([[1, 0], [0, -1]])]
Avec = sp.Matrix([sp.Function('A%d' % i)(*X) for i in range(3)])
psi = sp.Matrix([sp.Function('u')(*X), sp.Function('v')(*X)])
kin = lambda k, s: -sp.I*s.diff(X[k]) + al*Avec[k]*s
sig_kin = lambda s: ssig[0]*kin(0, s) + ssig[1]*kin(1, s) + ssig[2]*kin(2, s)
Bs = curl(Avec)
rhs = sp.zeros(2, 1)
for k in range(3):
    rhs += kin(k, kin(k, psi)) + al*Bs[k]*ssig[k]*psi
assert (sig_kin(sig_kin(psi)) - rhs).applyfunc(sp.expand) == sp.zeros(2, 1)
ms = sp.Matrix(sp.symbols('m1:4'))
F = sp.Function('F')(*X)
lapF = sum(F.diff(v, 2) for v in X)
target = sp.Matrix([sum(ms[j]*F.diff(X[i]).diff(X[j]) for j in range(3)) - ms[i]*lapF for i in range(3)])
assert (curl(curl(ms*F)) - target).applyfunc(sp.expand) == sp.zeros(3, 1)
assert (curl(ms/rs) - ms.cross(sp.Matrix(X))/rs**3).applyfunc(sp.simplify) == sp.zeros(3, 1)
for i in range(3):
    for j in range(i, 3):
        d = int(i == j)
        assert sp.simplify((1/rs).diff(X[i]).diff(X[j]) - (3*X[i]*X[j] - d*rs**2)/rs**5) == 0
        assert sp.simplify(d/rs - rs.diff(X[i]).diff(X[j])/2 - (d + X[i]*X[j]/rs**2)/(2*rs)) == 0
assert sp.simplify(sum(rs.diff(v, 2) for v in X) - 2/rs) == 0

# ---------- quadrature tools ----------
def gl(a, b, n):
    t, w = leggauss(n)
    return 0.5*(b - a)*t + 0.5*(a + b), 0.5*(b - a)*w
u, wu = leggauss(48)
ph = 2*pi*np.arange(64)/64
st = np.sqrt(1 - u**2)
nhat = np.stack([np.outer(st, np.cos(ph)), np.outer(st, np.sin(ph)),
                 np.outer(u, np.ones(64))], -1).reshape(-1, 3)
wang = np.repeat(wu, 64)*2*pi/64
I3 = np.eye(3)
nn = nhat[:, :, None]*nhat[:, None, :]
def grid(rmax):
    r, w = gl(0, rmax, 120)
    return r[:, None], r[:, None, None]*nhat[None], w[:, None]*wang[None]  # weight is dr dOmega

class Gaussians:  # f(x) = sum w exp(-(x-c).A.(x-c))
    def __init__(self, terms, rmax, qmax):
        self.terms, self.rmax, self.qmax = terms, rmax, qmax
    def parts(self, x):
        for w, A, c in self.terms:
            Ad = (x - c) @ A
            yield w*np.exp(-np.sum(Ad*(x - c), -1)), Ad, A
    def val(self, x): return sum(e for e, _, _ in self.parts(x))
    def grad(self, x): return sum(-2*e[..., None]*Ad for e, Ad, _ in self.parts(x))
    def hess(self, x):
        return sum(e[..., None, None]*(4*Ad[..., :, None]*Ad[..., None, :] - 2*A)
                   for e, Ad, A in self.parts(x))
    def ft_even(self, q):
        return sum(w*pi**1.5/np.sqrt(np.linalg.det(A))
                   * np.exp(-0.25*np.sum((q @ np.linalg.inv(A))*q, -1))*np.cos(q @ c)
                   for w, A, c in self.terms)

def principal_T(f):
    r, x, w = grid(f.rmax)
    return np.einsum('a,aij->ij', np.sum(w*f.val(x)/r, 0), 3*nn - I3)
def fourier_transverse(f, power):  # int d3q/(2 pi)^3 4 pi q^(power-2) (1 - qhat qhat) f~(q)
    q, x, w = grid(f.qmax)
    return 4*pi/(2*pi)**3*np.einsum('a,aij->ij', np.sum(w*q**power*f.ft_even(x), 0), I3 - nn)

sig = [np.array(s.tolist(), dtype=complex) for s in ssig]
s1s2 = np.array([[np.kron(sig[i], sig[j])/4 for j in range(3)] for i in range(3)])
dot12 = np.einsum('iiab->ab', s1s2)
spin = lambda M: np.einsum('ij,ijab->ab', M, s1s2)
def H_formula(f): return -alpha**2*(spin(principal_T(f)) + 8*pi/3*f.val(np.zeros(3))*dot12)
def H_fourier(f): return -alpha**2*spin(fourier_transverse(f, 2))

# ---------- distributional identity on an anisotropic off-centre Gaussian ----------
A0 = np.array([[1.0, 0.3, 0.1], [0.3, 0.7, -0.2], [0.1, -0.2, 1.4]])
c0 = np.array([0.4, -0.3, 0.5])
f = Gaussians([(1.0, A0, c0)], 10.0, 16.0)
f0 = f.val(np.zeros(3))
r, x, w = grid(f.rmax)
definition = np.einsum('ra,raij->ij', w*r, f.hess(x))   # int (1/r) d_i d_j f
PT = principal_T(f)
assert np.allclose(np.einsum('a,aij->ij', wang, nn), 4*pi/3*I3, atol=1e-12)
assert np.allclose(definition, PT - 4*pi/3*f0*I3, atol=1e-8)
assert abs(np.trace(definition) + 4*pi*f0) < 1e-8
print("test f = exp(-(x-c).A.(x-c)), A =", A0.tolist())
print("  c =", c0.tolist(), f" f(0) = {f0:.6f}")
print(f"  zz: definition = {definition[2,2]:.6f}, P part = {PT[2,2]:.6f}")
print(f"  xy: definition = {definition[0,1]:.6f}, P part = {PT[0,1]:.6f}")
print(f"  (definition - P)_zz/f(0) = {(definition-PT)[2,2]/f0:.6f}, -4pi/3 = {-4*pi/3:.6f}")
print(f"  trace/f(0) = {np.trace(definition)/f0:.6f}, -4pi = {-4*pi:.6f}")

# spheroidal cavity, semi-axes eps, eps, 2 eps; residual error is of order eps^2
eps, axis = 1e-3, 2.0
rin = eps/np.sqrt(1 - nhat[:, 2]**2 + nhat[:, 2]**2/axis**2)
t, wt = leggauss(60)
lo, hi = np.log(rin)[None], np.log(0.5)
rlog = np.exp(0.5*(hi - lo)*t[:, None] + 0.5*(hi + lo))
rad = np.sum(0.5*(hi - lo)*wt[:, None]*f.val(rlog[..., None]*nhat[None]), 0)
ro, wo = gl(0.5, f.rmax, 100)
rad += np.sum((wo/ro)[:, None]*f.val(ro[:, None, None]*nhat[None]), 0)
cut_zz = np.sum(wang*rad*(3*nhat[:, 2]**2 - 1))
Lzz = 0.5*np.sum(wu*axis*u**2/(1 - u**2 + axis**2*u**2)**1.5)  # surface integral / 4 pi
assert abs(definition[2, 2] - (cut_zz - 4*pi*Lzz*f0)) < 1e-4
assert abs(cut_zz - PT[2, 2]) > 0.1
print(f"  2:1 spheroid: L_zz = {Lzz:.5f}, cut integral zz = {cut_zz:.4f}")

# field at the origin of magnetization m f (Biot-Savart) and of polarization m f (Coulomb)
m = np.array([0.3, -0.8, 0.5])
gr = f.grad(x)
B0 = np.einsum('ra,rai->i', w, np.cross(np.cross(gr, m), -nhat[None]))
E0 = np.einsum('ra,ai->i', w*(gr @ m), nhat)
assert np.allclose(B0, PT @ m + 8*pi/3*f0*m, atol=1e-8)
assert np.allclose(E0, PT @ m - 4*pi/3*f0*m, atol=1e-8)
print(f"  contact coefficient, current dipole = {(B0-PT@m)@m/(m@m)/f0:.6f}, 8pi/3 = {8*pi/3:.6f}")
print(f"  contact coefficient, charge dipole  = {(E0-PT@m)@m/(m@m)/f0:.6f}")

# ---------- Breit route ----------
K_real = np.einsum('a,aij->ij', np.sum(w*r*f.val(x), 0), (I3 + nn)/2)
assert np.allclose(K_real, fourier_transverse(f, 0), atol=1e-8)
assert np.allclose(H_formula(f)/alpha**2, H_fourier(f)/alpha**2, atol=1e-8)
c = 1/alpha
Z2, E2 = np.zeros((2, 2)), np.eye(2)
dirac_a = [np.block([[Z2, s], [s, Z2]]) for s in sig]
dirac_b = np.block([[E2, Z2], [Z2, -E2]])
def spinor(p):
    E = c*np.sqrt(c*c + p @ p)
    U = np.sqrt((E + c*c)/(2*E))*np.vstack([E2, c*sum(p[k]*sig[k] for k in range(3))/(E + c*c)])
    HD = c*sum(p[k]*dirac_a[k] for k in range(3)) + c*c*dirac_b
    assert np.allclose(HD @ U, E*U, rtol=1e-12, atol=1e-8)
    return U
def spin_vertex(pout, pin):
    V = [spinor(pout).conj().T @ a @ spinor(pin) for a in dirac_a]
    conv = np.array([np.trace(v)/2 for v in V])
    assert np.allclose(conv, alpha*(pin + pout)/2, atol=1e-3*alpha)  # corrections ~ (p/c)^2
    return [v - cv*E2 for v, cv in zip(V, conv)]
p1, p2, q = np.array([.5, -.2, .3]), np.array([-.4, .6, .1]), np.array([.3, .7, -.5])
V1, V2 = spin_vertex(p1 + q, p1), spin_vertex(p2 - q, p2)
Pq = I3 - np.outer(q, q)/(q @ q)
breit = -4*pi/(q @ q)*sum(Pq[i, j]*np.kron(V1[i], V2[j]) for i in range(3) for j in range(3))
dev = np.abs(breit + 4*pi*alpha**2*spin(Pq)).max()/(pi*alpha**2)
assert dev < 1e-3
print(f"Breit spin part with exact spinors: relative deviation = {dev:.1e}")

# ---------- spin structure ----------
singlet = np.array([0, 1, -1, 0])/np.sqrt(2)
trip = np.array([[1, 0, 0, 0], [0, 1/np.sqrt(2), 1/np.sqrt(2), 0], [0, 0, 0, 1]]).T  # M = 1, 0, -1
assert np.allclose(np.linalg.eigvalsh(dot12), [-.75, .25, .25, .25])
assert np.allclose(dot12 @ singlet, -.75*singlet)
assert np.abs(spin(PT) @ singlet).max() < 1e-10
ev = np.linalg.eigvalsh(dot12 - 3*s1s2[2, 2])
assert np.allclose(ev, [-.5, -.5, 0, 1])
print("eigenvalues of s1.s2 - 3 s1z s2z:", (np.round(ev, 6) + 0.0).tolist())

# ---------- helium ----------
ze, ra, rb = sp.symbols('zeta ra rb', positive=True)
phi = lambda v: sp.sqrt(ze**3/sp.pi)*sp.exp(-ze*v)
rint = lambda e: sp.integrate(sp.expand(4*sp.pi*ra**2*e), (ra, 0, sp.oo))
inner = sp.integrate(4*sp.pi*rb**2*phi(rb)**2, (rb, 0, ra))
Ez = sp.simplify(rint(phi(ra).diff(ra)**2) - 4*rint(phi(ra)**2/ra) + 2*rint(phi(ra)**2*inner/ra))
assert sp.simplify(Ez - (ze**2 - sp.Rational(27, 8)*ze)) == 0
zopt = sp.solve(Ez.diff(ze), ze)[0]
zeta = float(zopt)
d_sl = float(rint(phi(ra)**4).subs(ze, zopt))
assert abs(d_sl - zeta**3/(8*pi)) < 1e-12
def report(label, E, d):
    e = -8*pi/3*alpha**2*(singlet @ dot12 @ singlet).real*d
    assert abs(e - 2*pi*alpha**2*d) < 1e-15
    print(f"{label}: E = {E:.6f} Eh, <delta> = {d:.5f} bohr^-3")
    print(f"  contact shift = {e:.4e} Eh = {e*CM:.3f} cm^-1")
print(f"He Slater exponent zeta = {zeta:.4f} bohr^-1, zeta^3 = {zeta**3:.5f} bohr^-3")
report("He Slater product", float(Ez.subs(ze, zopt)), d_sl)
d_ci = []
for basis in ('cc-pvtz', 'cc-pvqz'):
    mol = gto.M(atom='He 0 0 0', basis=basis, verbose=0)
    mf = scf.RHF(mol); mf.chkfile = None; mf.conv_tol = 1e-11
    e_hf = mf.kernel()
    C = mf.mo_coeff; n = C.shape[1]
    h = C.T @ mf.get_hcore() @ C
    eri = np.einsum('abcd,ap,bq,cr,ds->pqrs', mol.intor('int2e'), C, C, C, C, optimize=True)
    H2 = np.kron(h, np.eye(n)) + np.kron(np.eye(n), h) + eri.transpose(0, 2, 1, 3).reshape(n*n, n*n)
    e, vec = np.linalg.eigh(H2)
    assert abs(e[0] - fci.direct_spin1.kernel(h, eri, n, (1, 1))[0]) < 1e-7
    gd = dft.gen_grid.Grids(mol); gd.level = 5; gd.build()
    mo = mol.eval_gto('GTOval_sph', gd.coords) @ C
    rg = np.linalg.norm(gd.coords, axis=1)
    assert abs(gd.weights @ ((zeta**3/pi)**2*np.exp(-4*zeta*rg)) - d_sl) < 1e-5
    assert abs(gd.weights @ mo[:, 0]**2 - 1) < 1e-6
    ontop = lambda cc: gd.weights @ np.sum((mo @ cc)*mo, 1)**2
    ground, second = vec[:, 0].reshape(n, n), vec[:, 1].reshape(n, n)
    assert np.allclose(ground, ground.T, atol=1e-8) and np.allclose(second, -second.T, atol=1e-8)
    assert ontop(second) < 1e-12           # lowest triplet: no contact density
    d_hf = gd.weights @ mo[:, 0]**4
    d_ci.append(ontop(ground))
    assert d_ci[-1] < d_hf
    report("He HF/" + basis, e_hf, d_hf)
    report("He FCI/" + basis, e[0], d_ci[-1])
assert d_ci[1] < d_ci[0]

# ---------- two-Gaussian model pair ----------
beta, R = 0.25, 4.0
Rv = np.array([0, 0, R]); s2 = np.exp(-beta*R*R)
def relative_density(sign):
    N = (beta/pi)**1.5/(2*(1 + sign*s2))
    return Gaussians([(N, beta*I3, Rv), (N, beta*I3, -Rv), (2*sign*s2*N, beta*I3, 0*Rv)], 17.0, 7.0)
xg, wg = gl(-7, 7, 40)
Xc = np.stack(np.meshgrid(xg, xg, xg, indexing='ij'), -1)
Wc = wg[:, None, None]*wg[None, :, None]*wg[None, None, :]
orb = lambda y, ctr: (2*beta/pi)**0.75*np.exp(-beta*np.sum((y - ctr)**2, -1))
S_ab = np.sum(Wc*orb(Xc, Rv/2)*orb(Xc, -Rv/2))
assert abs(S_ab**2 - s2) < 1e-7
rp = np.array([0.7, -0.4, 1.5])
for sign in (1, -1):
    y1, y2 = Xc + rp/2, Xc - rp/2
    Psi = (orb(y1, Rv/2)*orb(y2, -Rv/2) + sign*orb(y1, -Rv/2)*orb(y2, Rv/2))/np.sqrt(2*(1 + sign*S_ab**2))
    assert abs(np.sum(Wc*Psi**2)/relative_density(sign).val(rp) - 1) < 1e-6
Rs = sp.Symbol('R', positive=True)
Phi = sp.erf(sp.sqrt(sp.nsimplify(beta))*Rs)/Rs
d1, d2 = float(Phi.diff(Rs).subs(Rs, R)), float(Phi.diff(Rs, 2).subs(Rs, R))
t_val = 2/3*(d2 - d1/R)/(1 - s2)
D = -0.75*alpha**2*t_val
rhoT, rhoS = relative_density(-1), relative_density(1)
assert abs(principal_T(rhoT)[2, 2] - t_val) < 1e-8
HT = (trip.T @ H_fourier(rhoT) @ trip).real
assert np.allclose(HT/D, np.diag([1/3, -2/3, 1/3]), atol=1e-6)
rho0 = rhoS.val(np.zeros(3))
eS = (singlet @ H_fourier(rhoS) @ singlet).real
assert abs(eS/(2*pi*alpha**2*rho0) - 1) < 1e-5
far = 12.0  # large separation approaches the point-dipole value 2/R^3
assert abs(float(2*(Phi.diff(Rs, 2) - Phi.diff(Rs)/Rs).subs(Rs, far)/3)*far**3/2 - 1) < 1e-8
D_pt = -1.5*alpha**2/R**3
print(f"model: beta = {beta} bohr^-2, R = {R} bohr")
print(f"  overlap S = {S_ab:.6f}, exp(-beta R^2) = {s2:.6f}")
print(f"  Phi' = {d1:.6f} bohr^-2, Phi'' = {d2:.6f} bohr^-3")
print(f"  triplet t = {t_val:.6f} bohr^-3, point value 2/R^3 = {2/R**3:.6f} bohr^-3")
print(f"  D = {D:.4e} Eh = {D*CM:.4f} cm^-1")
print(f"  D point = {D_pt:.4e} Eh = {D_pt*CM:.4f} cm^-1, ratio = {D/D_pt:.4f}")
print(f"  triplet E(M=+-1) = {HT[0,0]:.4e} Eh, E(M=0) = {HT[1,1]:.4e} Eh")
print(f"  singlet rho(0) = {rho0:.4e} bohr^-3")
print(f"  singlet contact shift = {eS:.4e} Eh = {eS*CM:.4f} cm^-1")
print("every check passed")
```

It prints:

```
alpha = 7.297352564e-03, alpha^2 = 5.325135e-05
1 hartree = 219474.63 cm^-1; (g/2)^2 = 1.002321
test f = exp(-(x-c).A.(x-c)), A = [[1.0, 0.3, 0.1], [0.3, 0.7, -0.2], [0.1, -0.2, 1.4]]
  c = [0.4, -0.3, 0.5]  f(0) = 0.548263
  zz: definition = -2.025296, P part = 0.271263
  xy: definition = -0.848089, P part = -0.848089
  (definition - P)_zz/f(0) = -4.188790, -4pi/3 = -4.188790
  trace/f(0) = -12.566371, -4pi = -12.566371
  2:1 spheroid: L_zz = 0.17356, cut integral zz = -0.8295
  contact coefficient, current dipole = 8.377580, 8pi/3 = 8.377580
  contact coefficient, charge dipole  = -4.188790
Breit spin part with exact spinors: relative deviation = 5.1e-05
eigenvalues of s1.s2 - 3 s1z s2z: [-0.5, -0.5, 0.0, 1.0]
He Slater exponent zeta = 1.6875 bohr^-1, zeta^3 = 4.80542 bohr^-3
He Slater product: E = -2.847656 Eh, <delta> = 0.19120 bohr^-3
  contact shift = 6.3974e-05 Eh = 14.041 cm^-1
He HF/cc-pvtz: E = -2.861153 Eh, <delta> = 0.19056 bohr^-3
  contact shift = 6.3760e-05 Eh = 13.994 cm^-1
He FCI/cc-pvtz: E = -2.900232 Eh, <delta> = 0.13201 bohr^-3
  contact shift = 4.4171e-05 Eh = 9.694 cm^-1
He HF/cc-pvqz: E = -2.861514 Eh, <delta> = 0.19059 bohr^-3
  contact shift = 6.3770e-05 Eh = 13.996 cm^-1
He FCI/cc-pvqz: E = -2.902411 Eh, <delta> = 0.12465 bohr^-3
  contact shift = 4.1705e-05 Eh = 9.153 cm^-1
model: beta = 0.25 bohr^-2, R = 4.0 bohr
  overlap S = 0.135335, exp(-beta R^2) = 0.018316
  Phi' = -0.059624 bohr^-2, Phi'' = 0.024645 bohr^-3
  triplet t = 0.026860 bohr^-3, point value 2/R^3 = 0.031250 bohr^-3
  D = -1.0727e-06 Eh = -0.2354 cm^-1
  D point = -1.2481e-06 Eh = -0.2739 cm^-1, ratio = 0.8595
  triplet E(M=+-1) = -3.5758e-07 Eh, E(M=0) = 7.1515e-07 Eh
  singlet rho(0) = 8.0752e-04 bohr^-3
  singlet contact shift = 2.7019e-07 Eh = 0.0593 cm^-1
every check passed
```
